\section*{Thermal roughness of a ferroelectric domain wall with dipolar stiffness}

A domain wall described by surface tension alone has no definite thermal width. Its mean-square displacement depends on the size of the sample and grows without limit as the wall is made larger, so no roughness can be assigned to the wall itself. In a uniaxial ferroelectric the tension model omits a force: a wall that tilts away from the polar axis carries bound charge, and the field of that charge opposes the tilt. This force makes the displacement of an infinite wall finite, although it leaves one family of ripples as soft as before.

Consider a $180^\circ$ wall that is flat on average and lies in the $yz$ plane. The polar axis is $z$, and the wall sits at $x=u(y,z)$. The spontaneous polarisation is $P_z=P$ for $x<u$ and $P_z=-P$ for $x>u$. The wall is a continuum with isotropic stiffness $\sigma$, an energy per area. It is not pinned by the lattice or by defects, there is no free charge, and its fluctuations are classical at temperature $T$. For small slopes the excess area gives the energy
\[
\sigma\int\!\left(\sqrt{1+|\nabla u|^2}-1\right)dy\,dz\simeq\frac{\sigma}{2}\int|\nabla u|^2\,dy\,dz .
\]
On a wall of area $A$ with periodic edges write $u(\mathbf r)=\sum_{\mathbf q}u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, where $\mathbf q=(q_y,q_z)$. The rigid shift $\mathbf q=0$ costs nothing and is left out. Since $\int e^{i(\mathbf q+\mathbf q')\cdot\mathbf r}\,dy\,dz$ equals $A$ for $\mathbf q'=-\mathbf q$ and zero otherwise, the energy becomes
\[
H=\frac A2\sum_{\mathbf q}K(\mathbf q)|u_{\mathbf q}|^2,\qquad K=\sigma q^2 .
\]
Because $u$ is real, $u_{-\mathbf q}=u_{\mathbf q}^*$, and the pair $\pm\mathbf q$ has energy $AK(a^2+b^2)$ with $u_{\mathbf q}=a+ib$. Equipartition gives each of the two quadratic terms the energy $kT/2$, so
\[
\langle|u_{\mathbf q}|^2\rangle=\langle a^2\rangle+\langle b^2\rangle=\frac{kT}{A\,K(\mathbf q)},\qquad
\langle u^2\rangle=\int\!\frac{d^2q}{(2\pi)^2}\,\frac{kT}{K(\mathbf q)} .
\]
The second expression uses $\sum_{\mathbf q}\to A\int d^2q/(2\pi)^2$. The continuum description ends at a largest wave number $\Lambda$, of order $\pi$ divided by the lattice repeat length. A wall of size $L$ has a smallest wave number $q_{\min}\approx2\pi/L$. With tension alone,
\[
\langle u^2\rangle=\frac{kT}{4\pi^2\sigma}\int_{q_{\min}}^{\Lambda}\frac{2\pi q\,dq}{q^2}
=\frac{kT}{2\pi\sigma}\ln\frac{\Lambda}{q_{\min}} .
\]
This diverges as $q_{\min}\to0$. Every decade of wavelength contributes the same amount, because the softness $1/q^2$ of long waves just offsets their small number, $q\,dq$.

The bound charge follows from the polarisation. With the unit step $\Theta$, $P_z=P[1-2\Theta(x-u)]$, and
\[
\rho=-\frac{\partial P_z}{\partial z}=2P\frac{\partial}{\partial z}\Theta(x-u)=-2P\,\frac{\partial u}{\partial z}\,\delta(x-u).
\]
To leading order in the displacement this charge may be placed at $x=0$, as a sheet of density $s=-2P\,\partial u/\partial z$ with Fourier components $s_{\mathbf q}=-2iPq_zu_{\mathbf q}$. Inside each domain the material responds linearly about $\pm P$, with permittivity $\varepsilon_a$ across the polar axis and $\varepsilon_c$ along it. This response is contained in the permittivity and not in $P$, so it is counted once. Poisson's equation, Fourier transformed along $x$ as well, reads
\[
(\varepsilon_ak_x^2+\varepsilon_aq_y^2+\varepsilon_cq_z^2)\,\phi(k_x,\mathbf q)=s_{\mathbf q}.
\]
The potential on the sheet is the integral over $k_x$. With $b^2=(\varepsilon_aq_y^2+\varepsilon_cq_z^2)/\varepsilon_a$ and $\int_{-\infty}^{\infty}dk/(k^2+b^2)=\pi/b$,
\[
\phi_{\mathbf q}=\frac{s_{\mathbf q}}{\varepsilon_a}\int\frac{dk_x}{2\pi}\frac{1}{k_x^2+b^2}=\frac{s_{\mathbf q}}{2\varepsilon_ab}
=\frac{s_{\mathbf q}}{2\sqrt{\varepsilon_a(\varepsilon_aq_y^2+\varepsilon_cq_z^2)}} .
\]
For an isotropic permittivity $\varepsilon$ the denominator is $2\varepsilon q$, and the field energy is
\[
\frac12\int s\phi\,dy\,dz=\frac A2\sum_{\mathbf q}\frac{|s_{\mathbf q}|^2}{2\varepsilon q}
=\frac A2\sum_{\mathbf q}\frac{2P^2q_z^2}{\varepsilon q}|u_{\mathbf q}|^2 .
\]
Adding this to the tension gives
\[
K(\mathbf q)=\sigma\left(q^2+\kappa\frac{q_z^2}{q}\right),\qquad \kappa=\frac{2P^2}{\varepsilon\sigma}.
\]
For a general direction the new term is of first order in $q$, so at long wavelengths it exceeds the tension. It vanishes, however, for ripples that run along $y$ and leave the wall parallel to the polar axis. Those modes keep the stiffness $\sigma q^2$, so it has to be shown that they are too few to restore the divergence.

Set $q_z=q\cos\theta$. The angular integral has the form $\int_0^{2\pi}d\theta/(\alpha+\beta\cos^2\theta)$, which is four times its value over the first quadrant. With $t=\tan\theta$, $\cos^2\theta=1/(1+t^2)$ and $d\theta=dt/(1+t^2)$,
\[
4\int_0^\infty\frac{dt}{\alpha(1+t^2)+\beta}=\frac{4}{\sqrt{\alpha(\alpha+\beta)}}\,\frac{\pi}{2}=\frac{2\pi}{\sqrt{\alpha(\alpha+\beta)}} .
\]
Here $\alpha=q^2$ and $\beta=\kappa q$, so the result is $2\pi/(q^{3/2}\sqrt{q+\kappa})$. Therefore
\[
\langle u^2\rangle=\frac{kT}{4\pi^2\sigma}\int_0^\Lambda\frac{2\pi q\,dq}{q^{3/2}\sqrt{q+\kappa}}
=\frac{kT}{2\pi\sigma}\int_0^\Lambda\frac{dq}{\sqrt{q(q+\kappa)}} .
\]
Near $q=0$ the integrand is $1/\sqrt{\kappa q}$, which is integrable. The substitution $q=\kappa\sinh^2w$ gives $dq=2\kappa\sinh w\cosh w\,dw$ and $\sqrt{q(q+\kappa)}=\kappa\sinh w\cosh w$, so the integrand reduces to $2\,dw$ and
\begin{equation}
\langle u^2\rangle=\frac{kT}{\pi\sigma}\,\operatorname{arsinh}\sqrt{\frac{\Lambda}{\kappa}} .
\end{equation}
This is finite for an infinite wall. The soft modes at wave number $q$ fill the narrow band where $\kappa q_z^2/q\lesssim q^2$, that is $|q_z|/q\lesssim\sqrt{q/\kappa}$. Their share of all directions shrinks as $\sqrt q$, and this factor removes the divergence.

If the dipolar term is weak, $\kappa\ll\Lambda$, then $\operatorname{arsinh}X\simeq\ln2X$ gives
\[
\langle u^2\rangle\simeq\frac{kT}{2\pi\sigma}\ln\frac{4\Lambda}{\kappa},
\]
as if tension acted alone and the waves stopped at $q_{\min}=\kappa/4$. If it is strong, $\kappa\gg\Lambda$, then $\operatorname{arsinh}X\simeq X$ and
\[
\langle u^2\rangle\simeq\frac{kT}{\pi\sigma}\sqrt{\frac{\Lambda}{\kappa}}=\frac{kT}{\pi P}\sqrt{\frac{\varepsilon\Lambda}{2\sigma}} .
\]
As $\Lambda\to\infty$ at fixed $\kappa$ the weak form applies, and it grows without limit. The dipolar force cures the long-wave divergence, and the short-wave cutoff remains necessary. Unequal permittivities do not alter the conclusion: $\sqrt{\varepsilon_a(\varepsilon_aq_y^2+\varepsilon_cq_z^2)}$ lies between $\varepsilon_aq$ and $\sqrt{\varepsilon_a\varepsilon_c}\,q$, so $\langle u^2\rangle$ lies between the isotropic results for those two permittivities.

The word infinite needs care, because a finite wall has discrete modes. On a periodic rectangle $L_y\times L_z$ the modes with $q_z=0$ and $q_y=2\pi n/L_y$ contribute
\[
\frac{kT}{\sigma L_yL_z}\,2\sum_{n=1}^\infty\frac{L_y^2}{4\pi^2n^2}
=\frac{kT}{\sigma}\frac{L_y}{L_z}\frac{1}{2\pi^2}\frac{\pi^2}{6}=\frac{kT}{12\sigma}\frac{L_y}{L_z} .
\]
At fixed $L_y/L_z$ this does not vanish for a large wall. To see what the other modes do, take small $q_y>0$, where $K/\sigma\simeq(\kappa/q_y)(q_z^2+w^2)$ with $w=q_y^{3/2}/\sqrt\kappa$. The sum over all $q_z=2\pi m/L_z$ is
\[
\frac1{L_z}\sum_m\frac1{q_z^2+w^2}=\frac{1}{2w}\coth X,\qquad X=\frac{wL_z}{2},
\]
while the integral over $q_z$ gives $1/(2w)$ and the $m=0$ term gives $1/(2wX)$. The modes with $q_z\ne0$ thus differ from their integral by $(\coth X-1/X-1)/(2w)$, times $q_y/\kappa$. The bracket lies between $-1$ and $0$ and matters mainly for $X\lesssim1$, or $q_y\lesssim q_*=(2\sqrt\kappa/L_z)^{2/3}$. The prefactor is $q_y/(2\kappa w)=1/(2\sqrt{\kappa q_y})$, and its integral up to $q_*$ scales as $\sqrt{q_*/\kappa}\propto L_z^{-1/3}$. A large wall of fixed shape therefore has the value of equation (1) plus $kTL_y/(12\sigma L_z)$, approached slowly. The infinite-wall value alone is recovered if $L_y/L_z$ is then made small.

Explicit mode sums test this for $\kappa=3\Lambda$. On square walls with $L\Lambda/2\pi=50$, 400 and 3200 the tension-only sums, in units of $kT/\sigma$, are 0.688, 1.019 and 1.350. They rise by 0.331 at each eightfold enlargement, in agreement with $\ln8/2\pi=0.331$. The dipolar sums are 0.2013, 0.2299 and 0.2441. Their successive steps have the ratio 2.02, where an error falling as $L^{-1/3}$ requires $8^{1/3}=2$. Extrapolated with that law they reach 0.2582, and the prediction $\operatorname{arsinh}(1/\sqrt3)/\pi+1/12$ is also 0.2582. For $L_z=4L_y$ the extrapolated sum and the prediction are both 0.1957.

For numbers, take round parameters in the rough regime of ferroelectric hafnia: $P=50\ \mu\mathrm{C/cm^2}$, $\varepsilon=30\,\varepsilon_0$, $\sigma=0.1\ \mathrm{J/m^2}$, a repeat length $a=0.5$ nm and $T=300$ K. Then $kT/\sigma=0.0414\ \mathrm{nm^2}$, $\Lambda=\pi/a=6.28\ \mathrm{nm^{-1}}$ and
\[
\kappa=\frac{2\,(0.5\ \mathrm{C/m^2})^2}{30\,\varepsilon_0\,(0.1\ \mathrm{J/m^2})}=18.8\ \mathrm{nm^{-1}},\qquad \frac{\Lambda}{\kappa}=0.334 .
\]
Equation (1) gives
\[
\langle u^2\rangle=\frac{0.0414\ \mathrm{nm^2}}{\pi}\operatorname{arsinh}\sqrt{0.334}=0.0073\ \mathrm{nm^2},
\]
an rms displacement of 0.085 nm, or 0.85 Å. Tension alone, cut off at $q_{\min}=2\pi/L$, gives 0.12 nm for $L=10$ nm, 0.21 nm for 1 µm and 0.30 nm for 1 mm. The divergence is real but slow. With the dipolar term and the same cutoff the values are 0.070, 0.084 and 0.085 nm. These values replace the discrete modes by an integral with a circular cutoff. On a periodic square wall the sum over discrete modes gives a larger $\langle u^2\rangle$. The excess approaches $kT/(12\sigma)=0.0035\ \mathrm{nm^2}$ for a very large wall and is smaller at 10 nm and 1 µm.

The approximations can be sized with the same parameters. The rms slope is 0.23, so the small-slope expansion is fair but not very accurate. If the whole rms displacement is put into one wave along $z$ of wavelength 2 nm, the field energy from its full bound charge is 3 to 4 per cent below the quadratic formula. The rms depolarising field along $z$ is 1.9 MV/cm, comparable with the coercive field of hafnia films, roughly 1 MV/cm, so a linear permittivity is a strained assumption at short wavelengths. The slope and the field come mainly from the shortest waves and depend strongly on the cutoff: halving or doubling $\Lambda$ gives slopes of 0.10 or 0.53 and fields of 0.7 or 4.9 MV/cm. Lowering $\varepsilon_c$ to $20\,\varepsilon_0$ with $\varepsilon_a$ held at $30\,\varepsilon_0$ changes the rms displacement only to 0.084 nm. Quantum mechanics multiplies each classical mode average by $x\coth x$, with $x=\hbar\omega/2kT$. This factor increases with $\omega$, so for an assumed highest mode energy of 50 meV it raises $\langle u^2\rangle$ by at most 29 per cent.

Mobile charge changes the conclusion itself. If carriers follow the fluctuations and screen linearly with inverse length $k_s$, Poisson's equation acquires $\varepsilon k_s^2$, and $q$ in the dipolar denominator becomes $\sqrt{q^2+k_s^2}$. For $q\ll k_s$,
\[
K\simeq\sigma\left(q^2+\frac{\kappa}{k_s}q_z^2\right).
\]
This is an anisotropic tension. The angular integral with $\alpha=q^2$ and $\beta=\kappa q^2/k_s$ gives $2\pi/(q^2\sqrt{1+\kappa/k_s})$, and the logarithm returns with prefactor $kT/(2\pi\sigma\sqrt{1+\kappa/k_s})$. For $10^{16}\ \mathrm{cm^{-3}}$ nondegenerate carriers the Debye length $1/k_s$ is 65 nm. For square walls more than about a hundred times larger than this, $\langle u^2\rangle$ grows by 0.0004 nm² per decade of size, against 0.015 nm² for tension alone. The divergence is restored in principle and is very weak in this example. Linear screening is itself an assumption here: the rms potential at the wall is about $2.7\,kT/e$, where $e$ is the elementary charge (2.1 or $3.5\,kT/e$ if $\Lambda$ is halved or doubled), although most of it comes from waves much shorter than the Debye length.

A memory capacitor breaks the assumption of an infinite wall more severely. Its hafnia film is typically about 10 nm thick, and a wall running from electrode to electrode has a fixed height $d$ along $z$. Displacements uniform along $z$ carry no bound charge inside the film, and ideal electrodes at equal potential compensate the charge at its surfaces. With periodic ends along $y$, the sum over the $q_z=0$ line applies with $L_z=d$ and gives $kTL_y/(12\sigma d)$, which grows linearly with length, faster than a logarithm. For $d=10$ nm it equals the infinite-wall value of $\langle u^2\rangle$ at $L_y=21$ nm, and at 1 µm it gives an rms displacement of 0.59 nm. Free ends would double the mean square displacement, averaged along the wall. The dipolar stiffness cannot limit these modes.

Lattice pinning can, as long as the wall stays in one valley of the lattice potential. An energy per area $\tfrac12V[1-\cos(2\pi u/a)]$ has curvature $2\pi^2V/a^2$ at its minimum. In the harmonic approximation this constant is added to $K$, which then stays positive at $q=0$, so long waves are bounded even without the dipolar term. This leaves out kinks, at which the wall in a film shifts by a whole period $a$. A kink has a finite cost, so a long enough wall still wanders. The continuum estimate of that cost is $2ad\sqrt{2\sigma V}/\pi$, or $87\,kT$ for $d=10$ nm and $Va^2=0.1$ eV. This is too high, because the continuum kink would have a width parameter $a\sqrt{\sigma/(2\pi^2V)}=0.14$ nm, less than one repeat length, and a largest slope $\sqrt{2V/\sigma}=1.1$. With the same tension acting between neighbouring cells, an abrupt jump by $a$ costs $\sigma ad/2=60\,kT$, and relaxation of the nearby cells lowers this to roughly $50\,kT$. Kinks are negligible in either estimate. For assumed barriers $Va^2$ of 0.1 and 1 eV per cell, the rms displacement of the infinite wall falls from 0.085 nm to 0.037 and 0.015 nm. The two pinned values rise by about a tenth if the circular cutoff is replaced by a square zone of side $2\pi/a$. Calculations find some hafnia walls to be very narrow and hard to move, so pinning may well control their roughness. The 0.085 nm obtained here belongs to an idealised unpinned wall, and it also rests on an assumed stiffness $\sigma$ and on the cutoff: halving or doubling $\Lambda$ changes it to 0.072 or 0.099 nm. The numerical output below lists the main values with their inputs.

\section*{Calculated quantities}
\begin{verbatim}
Polarisation: 50 uC/cm2
Relative permittivity: 30
Wall stiffness sigma: 0.10 J/m2
Repeat length a: 0.50 nm; temperature: 300 K
kT/sigma: 0.04142 nm2
Cutoff pi/a: 6.283 1/nm
kappa: 18.823 1/nm; cutoff/kappa: 0.3338
Infinite dipolar wall: <u2> = 0.00725 nm2, rms = 0.0851 nm
Wall size L, rms with tension only, rms with dipoles (q_min = 2 pi/L):
         10 nm  0.1232 nm  0.0697 nm
        100 nm  0.1742 nm  0.0805 nm
       1000 nm  0.2134 nm  0.0837 nm
    1000000 nm  0.3018 nm  0.0851 nm
Mode sums in kT/sigma, kappa = 3 cutoff: L*cutoff/2pi, tension, dipolar
     50  0.6880  0.2013
    400  1.0190  0.2299
   3200  1.3500  0.2441
Tension growth per eightfold size, ln8/2pi: 0.3310
Ratio of successive dipolar steps: 2.021
Square wall, extrapolated and formula: 0.2582, 0.2582
L_z = 4 L_y, extrapolated and formula: 0.1957, 0.1957
Neglected effects, for the example's numbers:
Uniform modes, 10 nm film, L_y = 20 nm: <u2> = 0.00690 nm2, rms = 0.0831 nm
Uniform modes, 10 nm film, L_y = 1000 nm: <u2> = 0.34516 nm2, rms = 0.5875 nm
L_y where uniform modes equal the dipolar <u2>: 21.0 nm
Harmonic pinning, barrier 0.1 eV per cell: rms = 0.0366 nm
Harmonic pinning, barrier 1.0 eV per cell: rms = 0.0152 nm
Debye length at 1e+16 cm-3: 65.5 nm
Growth of <u2> per decade of L, tension only: 0.01518 nm2
Same beyond the Debye length, screened: 0.000432 nm2
Permittivity 20 along z, 30 across: rms = 0.0840 nm
Rms slope of the wall: 0.233
Full/quadratic field energy, 2 nm wave along z with this rms: 0.964
Rms depolarising field along z: 1.93 MV/cm
Largest quantum factor on <u2>, 50 meV mode: 1.294
\end{verbatim}
